# What steady-state light–current data reveal about A, B and C

A light-emitting diode is driven with a steady current, and a detector placed at a fixed distance records its light in arbitrary units. The curve bends: the efficiency rises at low current, passes through a maximum and then droops. It is tempting to fit the bend with three recombination coefficients and quote each of them. The carrier density on which those coefficients act, however, was never measured, and it has to be asked what the curve can determine without it.

Let the active layer have thickness $d$ and be undoped, with equal and uniform densities $n$ of electrons and holes. Defect-assisted recombination proceeds at rate $An$ per unit volume, radiative recombination at $Bn^2$ and Auger recombination at $Cn^3$. The coefficients are positive and independent of density, and for now every injected carrier recombines in the layer. In steady state the supply balances the loss, so the current density and the recorded light are

$$J=qd\,(An+Bn^2+Cn^3),\qquad L=\kappa\,qd\,Bn^2 .$$

Here $q$ is the elementary charge and $\kappa$ an unknown constant that contains the light extraction, the detector response and the unit of light. The internal efficiency is the radiative share of the current, $\eta=qdBn^2/J=L/(\kappa J)$.

Choose any $s>0$ and define a second set of values by

$$\tilde n=\frac ns,\qquad \tilde A=sA,\qquad \tilde B=s^2B,\qquad \tilde C=s^3C .$$

Then $\tilde A\tilde n=An$, $\tilde B\tilde n^2=Bn^2$ and $\tilde C\tilde n^3=Cn^3$. Each term keeps its value at every current, so $J$ and $L$ are both unchanged. Even noiseless steady-state data cannot distinguish a dense population that recombines slowly from a sparse one that recombines fast. If the effective thickness is also unknown, there is a second freedom: dividing $d$ by $t$ and multiplying all three coefficients by $t$ again changes neither $J$ nor $L$.

To see what survives, eliminate the density. Put $S=\sqrt L$, which is measurable, and $g=\sqrt{\kappa qdB}$, which is not. The light equation then reads $S=gn$, and inserting $n=S/g$ in the current gives

$$J=aS+bS^2+cS^3,\qquad a=\frac{qdA}{g},\qquad b=\frac{qdB}{g^2}=\frac1\kappa,\qquad c=\frac{qdC}{g^3}.$$

Three readings at distinct positive light levels suffice to find $a$, $b$ and $c$. The determinant of the three linear equations is

$$\begin{vmatrix}S_1&S_1^2&S_1^3\\S_2&S_2^2&S_2^3\\S_3&S_3^2&S_3^3\end{vmatrix}=S_1S_2S_3\,(S_2-S_1)(S_3-S_1)(S_3-S_2)\neq0 .$$

In the ratio $ac/b^2$ the numerator is $(qd)^2AC/g^4$ and the denominator is $(qd)^2B^2/g^4$, so that

$$\boxed{\;\frac{ac}{b^2}=\frac{AC}{B^2}\;}$$

The unknown $g$ and $d$ have cancelled. The unit of light does not matter either: if $L$ is multiplied by $\lambda$, then $a$, $b$ and $c$ are multiplied by $\lambda^{-1/2}$, $\lambda^{-1}$ and $\lambda^{-3/2}$, and the ratio stays the same.

It remains to show that nothing else about the coefficients can be extracted. Suppose two parameter sets give the same $a$, $b$ and $c$. Equality of $b$ gives $\tilde\kappa=\kappa$. With $r=\tilde g/g$ and $t=d/\tilde d$, the three definitions give

$$\tilde A=t\,rA,\qquad \tilde B=t\,r^2B,\qquad \tilde C=t\,r^3C ,$$

which are the two freedoms already found, with $r$ in the role of $s$. Conversely, any two triples with the same $AC/B^2$ are connected in this way. Take $r=(\tilde B/\tilde A)/(B/A)$ and $t=\tilde A/(rA)$. The first two relations then hold, and the third follows from

$$\tilde C=\frac{AC}{B^2}\,\frac{\tilde B^2}{\tilde A}=\frac{AC}{B^2}\,\frac{t^2r^4B^2}{t\,rA}=t\,r^3C .$$

With $d$ unknown, therefore, any quantity built from $A$, $B$ and $C$ that the curve determines is a function of $AC/B^2$ alone. If $d$ is known, $t=1$ and one freedom remains. Two combinations are then fixed, because $g^2=qdB/b$ gives

$$\frac{A^2}{B}=\frac{a^2g^2}{(qd)^2B}=\frac{a^2}{b\,qd},\qquad \frac{C^2}{B^3}=\frac{c^2g^6}{(qd)^2B^3}=\frac{c^2\,qd}{b^3}.$$

Their product is $(AC/B^2)^2$, as it must be.

The surviving ratio has a direct meaning. Divide $J$ by $qdBn^2$, and write $x=n/\sqrt{A/C}$ and $Q=\sqrt{AC}/B$:

$$\frac1\eta=1+\frac{A}{Bn}+\frac{Cn}{B}=1+Q\left(x+\frac1x\right).$$

Since $x+1/x-2=(\sqrt x-1/\sqrt x)^2\ge0$, the efficiency is greatest at $x=1$, that is at $n=\sqrt{A/C}$, where

$$\eta_{\rm peak}=\frac1{1+2Q}.$$

The absolute internal efficiency thus follows from relative light. What calibrates it is the shape of the curve: $b=1/\kappa$ is the reciprocal of the collection constant, and $\eta=bL/J$ at each current. This can be read off a straight line. Because $L\propto n^2$, the light relative to its value at the efficiency peak is $p=L/L_{\rm peak}=x^2$. With $u=\sqrt p+1/\sqrt p$,

$$\frac{\eta_{\rm peak}}{\eta}=\frac{1+Qu}{1+2Q}=1+m(u-2),\qquad m=\frac{Q}{1+2Q},\qquad \eta_{\rm peak}=1-2m .$$

The left side is a ratio of two values of $L/J$ and needs no calibration.

The limits show which data carry the information. At low current $J\simeq aS$, so $L\simeq(J/a)^2$. At high current $J\simeq cS^3$, so $L\simeq(J/c)^{2/3}$. Readings confined to one of these regimes yield one number, and readings from both ends without the middle determine $b$ ever more poorly once the gap between them is wide and keeps widening. The ratio needs all three terms to be resolved by the readings taken together.

For an example take round values, roughly in the regime of a blue quantum-well diode: $d=3$ nm, $A=10^7\ \mathrm{s^{-1}}$, $B=2\times10^{-11}\ \mathrm{cm^3/s}$ and $C=10^{-30}\ \mathrm{cm^6/s}$, so that $AC/B^2=0.025$. At 1, 10 and 100 A/cm² the model gives relative light 0.0787781, 1 and 8.9147512. The many digits serve to make the inversion reproducible; no detector would supply them. The square roots are $S=0.280674$, $1$ and $2.985758$. Dividing each current by its $S$ gives $J/S=a+bS+cS^2$, with values 3.56285, 10 and 33.49233 A/cm². The slopes between neighbouring points are

$$\frac{10-3.56285}{1-0.280674}=8.9489,\qquad \frac{33.49233-10}{2.985758-1}=11.8304 .$$

For a quadratic, the slope between $S_i$ and $S_j$ is $b+c(S_i+S_j)$. The difference of the two slopes is therefore $c(S_3-S_1)$, and

$$c=\frac{11.8304-8.9489}{2.985758-0.280674}=1.0652,\quad b=8.9489-1.0652\times1.280674=7.5847,\quad a=10-b-c=1.3501,$$

all in A/cm². Then

$$\frac{ac}{b^2}=\frac{1.3501\times1.0652}{7.5847^2}=0.0250,\qquad \eta_{\rm peak}=\frac1{1+2\sqrt{0.0250}}=0.760 .$$

The peak lies at $n=3.16\times10^{18}\ \mathrm{cm^{-3}}$ and 12.7 A/cm². The straight line gives the same answer from one further reading. At nine times the peak light, reached at 132 A/cm², $u=3+1/3$ and the efficiency has fallen by a factor 1.1602. Hence $m=0.1602/(4/3)=0.1201$ and $\eta_{\rm peak}=1-2m=0.760$.

Now take $s=2$: $A=2\times10^7\ \mathrm{s^{-1}}$, $B=8\times10^{-11}\ \mathrm{cm^3/s}$ and $C=8\times10^{-30}\ \mathrm{cm^6/s}$. Solving the steady state afresh at 61 currents from 0.1 to 100 A/cm² gives the same light as before, with no difference in the computed digits. At 10 A/cm² the first set has $n=2.81\times10^{18}\ \mathrm{cm^{-3}}$ and the second has half of that. A fit that reports either triple has chosen a density scale that the data did not contain.

Time supplies the missing scale. At fixed current the density obeys $dn/dt=J/(qd)-An-Bn^2-Cn^3$. A small deviation $\delta n$ from the steady state therefore obeys $d\,\delta n/dt=-\delta n/\tau$ with

$$\frac1\tau=A+2Bn+3Cn^2 ,$$

and the light deviation, proportional to $2n\,\delta n$, decays at the same rate. Density rescaling multiplies each term of $1/\tau$ by $s$, so the two sets now differ. Integrating the rate equation for a small disturbance at 10 A/cm² gives 6.848 ns for the first and 3.424 ns for the second.

To turn a lifetime into coefficients, note that $dJ/dn=qd/\tau$, while $S=gn$ gives $dJ/dn=g\,dJ/dS$. Hence $g=qd/(\tau D)$ with $D=dJ/dS=a+2bS+3cS^2$, and the definitions of $a$, $b$ and $c$ yield

$$A=\frac{ag}{qd}=\frac{a}{\tau D},\qquad B=\frac{bg^2}{qd}=\frac{b\,qd}{(\tau D)^2},\qquad C=\frac{cg^3}{qd}=\frac{c\,(qd)^2}{(\tau D)^3}.$$

One lifetime fixes $A$ without knowledge of the thickness, whereas $B$ and $C$ need $d$ as well. Here $S=1$ at 10 A/cm², so $D=1.3501+2(7.5847)+3(1.0652)=19.715$ A/cm² and $A=1.3501/(6.848\times10^{-9}\times19.715)=1.000\times10^7\ \mathrm{s^{-1}}$. The other two formulas return $B$ and $C$ to about two parts in $10^4$. The measured decay must be that of carriers in the layer; charging of the junction capacitance and transport into the layer are left out.

Identifiable does not mean well determined. Let each current reading carry a random error of 1%, with exact light values and 61 currents spaced evenly on a logarithmic scale from 0.1 A/cm² upward. If the range ends at 100 A/cm², the fitted $AC/B^2$ scatters by 3.7% of its true value (standard deviation). If it ends at 4.2 A/cm², a third of the peak current, the scatter is 21%. The Auger share of the current, $Cn^3/(An+Bn^2+Cn^3)$, grows with density: it is 28% at 100 A/cm², 12% at the peak and smaller below, so the same error is a larger fraction of the term sought. The peak efficiency suffers less. From $\eta_{\rm peak}=1/(1+2Q)$, a small relative error $\delta$ in $AC/B^2$ changes $Q$ by $Q\delta/2$ and $\eta_{\rm peak}$ by $-Q\eta_{\rm peak}^2\delta$, which is about 0.003 in the first case and 0.02 in the second.

Two departures from the model can be treated in closed form. If a constant fraction $\varepsilon$ of the current reaches the layer, the measured current is $J/\varepsilon$, and $a$, $b$ and $c$ are all divided by $\varepsilon$. The ratio $ac/b^2$ is unchanged, and $bL$ divided by the measured current is still the efficiency of the layer, not of the device. With $\varepsilon=0.8$ the curve yields 0.760, while the device converts 0.608 of its current. Since $\varepsilon$ enters the current as $d/\varepsilon$ would, knowing the thickness helps only if $\varepsilon$ is known too.

If instead the density is uneven, $n\to wn$ with a profile $w$ that does not change with current, averages over the layer give $L\propto\langle w^2\rangle n^2$. The linear and cubic terms acquire $\langle w\rangle$ and $\langle w^3\rangle$, so

$$\left(\frac{ac}{b^2}\right)_{\rm apparent}=\frac{AC}{B^2}\,\frac{\langle w\rangle\langle w^3\rangle}{\langle w^2\rangle^2}\ \ge\ \frac{AC}{B^2},$$

by the Cauchy–Schwarz inequality applied to $w^{1/2}$ and $w^{3/2}$. Two equal wells, one at half the density of the other, give a factor $0.75\times0.5625/0.625^2=1.08$. The fit is then perfect and its peak efficiency, 0.753, is correct for the pair, but the ratio is not that of the material.

Real blue diodes depart from the model in further ways. Their fitted coefficients spread over an order of magnitude or more around the round values used here, and the best devices have a higher peak efficiency than 0.76. The size of each neglected effect was estimated by generating data with that effect alone, over the same densities, and fitting the three-term curve. Coefficients that drift were set to the values above at the peak density.

Filling of two-dimensional bands (assumed in-plane masses of 0.2 and 1.6 electron masses, 300 K) lowers $B$ by about 9% over the range and raises the apparent $AC/B^2$ from 0.025 to 0.028 if $A$ and $C$ stay fixed; a lighter in-plane hole mass would make the effect larger. Carriers screen an assumed built-in field of 1.5 MV/cm to about 1.39 MV/cm on average. In a hard-walled well, with the field taken as uniform, this raises the squared electron–hole overlap from 0.49 to 0.53, and the ratio falls to 0.023 if $B$ alone follows the overlap. Letting the carriers bend the potential inside the well lowers the ratio a little further, to 0.022. Hard walls, however, understate the effect strongly: with finite barriers (assumed offsets of 0.4 eV for electrons and 0.2 eV for holes, flat outside the well) and the bent potential, the squared overlap rises from about 0.12 to 0.19 and the ratio falls to about 0.015, again with $B$ alone following the overlap. Self-heating by 30 K at the highest current, with $B\propto1/T$ and $A$ and $C$ held fixed, gives 0.029.

Two other effects shift the ratio by 40 to 50%, about as much as screening does with finite barriers. A leakage current growing as $n^4$ and reaching 10% of the recombination current at the top of the range gives 0.037, with an inferred peak of 0.725 against a true 0.749. Background doping of $N_0=10^{17}\ \mathrm{cm^{-3}}$, with the defect loss kept at $An$ for an injected density $n$, gives 0.014, with an inferred peak of 0.82 against 0.76. The inferred peak here is the largest value of $bL/J$; because the fit is no longer exact, $1/(1+2\sqrt{ac/b^2})$ gives slightly different values, 0.722 and 0.81. The reason for the second lies at low current. With injected density $n$ the light follows $n(n+N_0)$, so $n$ is smaller than the square root of the light suggests, by 22% at the lowest current, and the linear loss is underestimated. The fit compensates for the altered shape with a larger $b$ and a smaller $c$, which lowers the ratio further. Keeping the loss at $An$ assumes that capture of the minority carrier limits it. If both carriers are captured equally fast, the loss is $2An(n+N_0)/(2n+N_0)$, which exceeds $An$ most strongly at low density, and most of the bias disappears. If capture of the majority carrier is much the slower step, the bias reverses. Rescaling the density now leaves the curve unchanged only if $N_0$ is rescaled as well, so a known doping in principle fixes the density scale. If $d$ is unknown, the freedom in the thickness remains.

A good fit does not exclude such errors. The leakage data are reproduced with an rms deviation of 0.5% of the current, less than the 1% noise assumed above, although the ratio is wrong by nearly half. The size of the residuals alone may therefore give no warning; adding a term in $S^4$ to the fit is a more sensitive test for such a leakage. The doping data leave 1.2%, which would show in the residuals if the noise level is known. The numerical output lists the principal cases. The effects were taken one at a time; their combined bias was not computed.

## Values computed for the example and the checks

```
d = 3.0 nm, A = 1.00e+07 1/s
B = 2.00e-11 cm3/s, C = 1.00e-30 cm6/s
AC/B^2 from the inputs = 0.025000
J =     1 A/cm2: relative light = 0.0787781
J =    10 A/cm2: relative light = 1.0000000
J =   100 A/cm2: relative light = 8.9147512
a, b, c = 1.35011, 7.58466, 1.06523 A/cm2
AC/B^2 from three readings = 0.025000
A^2/B = 5.0000e+24 1/(s cm3)
C^2/B^3 = 1.2500e-28 s cm3
peak efficiency = 0.75975
peak: n = 3.1623e+18 cm^-3, J = 12.653 A/cm2
line slope m = 0.12013, intercept = 0.75975
at 9 x peak light: J = 132.116 A/cm2
  peak/actual efficiency = 1.16017
  peak efficiency from it = 0.75975
second set, s = 2: A = 2.00e+07 1/s
  B = 8.00e-11 cm3/s, C = 8.00e-30 cm6/s
largest relative curve difference = 0.0e+00
n at 10 A/cm2: 2.8089e+18, 1.4045e+18 cm^-3
lifetime at 10 A/cm2: 6.8477, 3.4240 ns
dJ/dS at 10 A/cm2 = 19.71512 A/cm2
recovered A = 1.0001e+07 1/s
recovered B = 2.0002e-11 cm3/s, C = 1.0002e-30 cm6/s
sensitivity singular values: 5.8e+00 1.9e+00 4.1e-01 3.5e-10 1.9e-11
spread of AC/B^2, 1 % noise, to 100 A/cm2: 3.7 %
  same, to 4.22 A/cm2: 21.2 %
density range 1.578e+17 to 8.387e+18 cm^-3
masses 0.2, 1.6 m0; T = 300 K; permittivity 10
filling factor of B: 0.998 to 0.912
built-in field 1.50, at top current 1.385 MV/cm
squared overlap: 0.4933 to 0.5279
temperature at top current = 330.0 K
leakage/recombination current at top = 0.10
two-well moment factor = 1.0800
effect: AC/B^2, inferred peak, true peak, misfit %
none: 0.0250, 0.760, 0.760, 0.00
band filling, B: 0.0277, 0.752, 0.760, 0.21
band filling, B and C: 0.0255, 0.758, 0.760, 0.07
field screening, B: 0.0232, 0.765, 0.760, 0.14
field screening, A B C: 0.0238, 0.764, 0.760, 0.05
self-heating, B: 0.0291, 0.748, 0.760, 0.36
leakage as n^4: 0.0371, 0.725, 0.749, 0.49
doping 1e17 cm^-3: 0.0139, 0.817, 0.761, 1.19
two wells, n and n/2: 0.0270, 0.753, 0.753, 0.00
injection 0.8: 0.0250, 0.760, 0.608, 0.00
```
